How large is the neutron-skin correction to atomic parity violation?

**Question.** In a heavy atom the weak interaction between electrons and nucleus mixes s1/2 and p1/2 states. The neutrons carry most of the nuclear weak charge, and they may extend slightly farther out than the protons. By what fraction does this neutron skin change the weak matrix element, and how does the change scale with the nuclear charge and the skin thickness?

**Answer.** The skin matters because the product of electron amplitudes sampled by the weak interaction is not constant across the nucleus. The size of the effect follows from how fast that product falls between the centre and the surface.

**The quantity to be averaged**

Atomic units are used in the algebra, so c = 1/α. The nucleus has Z protons and N neutrons, with densities ρ_p and ρ_n each normalized to 1. Up to an overall sign convention, the nuclear-spin-independent weak interaction is

H_W = (G_F/2√2) γ5 [−N ρ_n(r) + Z w ρ_p(r)],

where w is the small weak charge of the proton divided by the magnitude of the neutron's, which has the opposite sign. The electron states are written as

ψ = (1/r) (P Ω_κ, iQ Ω_−κ),

with κ = −1 for s1/2 and κ = +1 for p1/2. The matrix γ5 exchanges upper and lower components. The upper s component therefore meets the lower p component, and both have the angular function Ω_−1. The lower s component meets the upper p component, and both have Ω_1. For equal magnetic quantum numbers the angular integrals are 1. Complex conjugation turns iQ_s into −iQ_s, so

⟨s|ργ5|p⟩ = i ∫ ρ(r) (P_s Q_p − Q_s P_p) dr.

Near the centre P_s and Q_p grow as r, while Q_s and P_p grow as r². The combination thus starts as C r², with C a constant. Define

f(r) = (P_s Q_p − Q_s P_p)/(C r²), f(0) = 1,

q_n = ∫ ρ_n f d³r, q_p = ∫ ρ_p f d³r.

The radial integral for the neutrons is C q_n/(4π), and similarly for the protons. The constant C contains the influence of the outer atom and cancels in a relative change.

The charge distribution is held fixed while the neutron distribution varies. The electron functions, and hence f, then stay the same. In the basic model both distributions are uniform spheres, with radii R for the protons and R(1+δ) for the neutrons.

**Why the profile falls**

Let ε be the electron energy without its rest energy, and set v = (ε − V)/c and u = v + 2c. The radial Dirac equations are

P′ = −κP/r + uQ, Q′ = κQ/r − vP.

For the two states they read

P_s′ = P_s/r + uQ_s, Q_s′ = −Q_s/r − vP_s,

P_p′ = −P_p/r + uQ_p, Q_p′ = Q_p/r − vP_p.

Here the two energies are taken as equal. Let W = P_s Q_p − Q_s P_p. The four terms of its derivative are

P_s′Q_p = P_s Q_p/r + uQ_s Q_p,

P_s Q_p′ = P_s Q_p/r − vP_s P_p,

−Q_s′P_p = Q_s P_p/r + vP_s P_p,

−Q_s P_p′ = Q_s P_p/r − uQ_s Q_p.

The terms with u and v cancel in pairs, leaving

W′ = (2/r)(P_s Q_p + Q_s P_p).

Therefore

(W/r²)′ = W′/r² − 2W/r³ = 4Q_s P_p/r³.

This holds for any central potential when the energies are equal. The potential acts through the two components that start as r². With the states normalized so that P_s and Q_p are both positive near the centre (C > 0), these two components have opposite signs at lowest order in an attractive nuclear field, as found below, so f decreases outward.

If the energies differ, W′ acquires the extra term [(ε_s − ε_p)/c](P_s P_p + Q_s Q_p). Its effect is small because valence energies are tiny compared with the potential inside the nucleus.

**The profile at lowest order**

Measure lengths in R, with x = r/R. Multiplying the radial equations by R replaces v and u by Rv and Ru, which are again called v and u. Inside a uniformly charged sphere

V = −(Z/R)(3 − x²)/2.

With ε neglected,

v = z(3 − x²)/2, u = v + μ,

z = Zα, μ = 2cR.

In ordinary units μ = 2mcR/ħ. Both z and μ are treated as small.

Choose the normalization P_s ≈ x and Q_p ≈ x, which gives f(0) = 1. The equation for Q_s can be written as (xQ_s)′ = −x v P_s ≈ −v x², and that for P_p as (xP_p)′ = x u Q_p ≈ u x². Regularity at the centre removes the integration constants:

Q_s = −(1/x) ∫₀ˣ v t² dt = −(z x²/2)(1 − x²/5),

P_p = (1/x) ∫₀ˣ u t² dt = (z x²/2)(1 − x²/5) + μx²/3.

In these integrals v and u are functions of t. The potential integral is z(x³/2 − x⁵/10), and the mass integral is μx³/3. Inserting both components into f′ = 4Q_s P_p/x³ gives

f′ = −z² x(1 − x²/5)² − (2/3)zμ x(1 − x²/5).

Expanding the square and integrating from the centre gives

f = 1 − (z²/2)(x² − x⁴/5 + x⁶/75) − zμ(x²/3 − x⁴/30).

**Stretching the neutron sphere**

The neutron density is 3/(4πR_n³) inside R_n = R(1+δ). With r = R_n y,

q_n = 3 ∫₀¹ y² f(y(1+δ)) dy.

Differentiation at δ = 0, followed by integration by parts, gives

dq_n/dδ = 3 ∫₀¹ y³ f′(y) dy = 3f(1) − 9 ∫₀¹ y² f dy = 3[f(1) − q_p].

The response is three times the difference between the edge value of f and its mean over the sphere. Stretching at fixed neutron number dilutes the interior and places the removed neutrons at the edge, where the electron product is smaller.

For the z² part, (1 − x²/5)² = 1 − 2x²/5 + x⁴/25, so

dq_n/dδ = −3z² ∫₀¹ (y⁴ − 2y⁶/5 + y⁸/25) dy

= −z² (3/5 − 6/35 + 1/75)

= −(232/525) z².

The first two terms alone give 3/5 − 6/35 = 15/35 = 3/7. They come from the x² and x⁴ terms of f. The truncated estimate

ΔM/M ≈ −(3/7)(Zα)² δ

is thus obtained by dropping the x⁶ term of the profile. The complete coefficient at order z² is 232/525 ≈ 0.442, about 3% larger than 3/7 ≈ 0.429.

The mass part is

−3 · (2/3)zμ ∫₀¹ (y⁴ − y⁶/5) dy = −2zμ(1/5 − 1/35) = −(12/35)zμ.

Since q_p differs from 1 by terms of order z² and zμ, division by it does not change the leading correction. The improved formula for the neutron part is

q_n/q_p − 1 ≈ −[(232/525)z² + (12/35)zμ] δ.

**What the scaling says**

The main term is linear in the relative radius difference and quadratic in Z. At fixed δ it does not depend on the nuclear radius itself: a smaller nucleus has a deeper potential, but the electron crosses it over a shorter distance.

The mass term is linear in Z and proportional to R. Its ratio to the main term is

(12/35)μ / [(232/525)z] = (45/58) μ/z ≈ 0.78 μ/z.

The ratio μ/z equals 3/2 times twice the electron rest energy divided by the central potential depth. The mass is therefore a modest correction in a heavy nucleus. If z were much smaller than μ, the mass term would dominate and the z² estimate would fail. Real nuclei do not reach that limit: μ/z is about 0.08 for caesium, 0.16 for calcium, 0.4 for carbon and of order 1 for the lightest nuclei, so the mass term grows to the size of the main term only at the very bottom of the periodic table. At the other end, when z is no longer small, higher powers of z enter f, and a numerical solution includes them all.

The linear dependence on δ can be checked by taking the next term. At order z², f″ = −z²(1 − 6x²/5 + x⁴/5), and the second-order change of q_n is

(δ²/2) · 3 ∫₀¹ y⁴ f″ dy = −(3/2)z²δ²(1/5 − 6/35 + 1/45) = −(8/105)z²δ².

Relative to the first-order z² term this is about 0.17δ, or half a percent for δ = 0.03. The neutron sphere may extend beyond the charge sphere here, because V is continuous at R, so f″ has no jump.

**A heavy model nucleus**

Take Z = 55, N = 78, R = 6.0×10⁻⁵ Å and δ = 0.03. The sharp radii differ by 1.8×10⁻⁶ Å. Since the rms radius of a uniform sphere is √(3/5) times its sharp radius, the rms radii differ by 1.39×10⁻⁶ Å.

The two small parameters are z = 0.4014 and μ = 0.0311, with z² = 0.1611. The potential depth at the centre is 1.98×10⁷ eV, while twice the electron rest energy is 1.02×10⁶ eV. The simple estimate is

−(3/7) × 0.1611 × 0.03 = −0.00207 = −0.207%.

The complete z² term is −0.214%, and the mass term is

−(12/35) × 0.4014 × 0.0311 × 0.03 = −0.00013 = −0.013%.

Together they give −0.226%. Numerical integration of both Dirac solutions through the nucleus, with the mass retained, gives −0.227%. The 3/7 estimate is therefore about 9% too small in magnitude relative to the numerical result. Of this shortfall, about 3 percentage points come from the missing x⁶ term and nearly 6 from the mass.

The improved formula agrees within 0.4%, but this closeness involves a cancellation. At lowest order the slope dq_n/dδ is

−(0.4419 × 0.1611 + 0.3429 × 0.4014 × 0.0311) = −0.0755,

whereas the numerical slope is −0.0722, about 4% smaller in magnitude. Division by q_p = 0.957 brings it back to −0.0754. The close agreement thus reflects a compensation between the slope and the mean, not the absence of higher-order terms in each.

The edge-minus-mean relation can be seen in the same solution. The numerical profile has f(R) = 0.9328 and the proton average is 0.9569, so

3(0.9328 − 0.9569) = −0.072,

as required by the slope.

**From the neutron part to the whole matrix element**

The whole matrix element is proportional to −Nq_n + Zwq_p. Without a skin, q_n = q_p and it is proportional to −(N − wZ)q_p. The skin adds −N(q_n − q_p), so the relative change is

ΔM/M = [N/(N − wZ)] (q_n/q_p − 1).

With w = 0.07, a rough size, the factor is 78/(78 − 3.85) = 1.052. The numerical correction becomes −0.24%. The proton contribution opposes the neutron one, so the same neutron change is a slightly larger fraction of the total. The 3/7 formula taken by itself omits this factor.

**Does the atomic state matter?**

In this central-field treatment, the state enters the relative correction through its energy inside the nucleus. With trial valence energies of −4.0 eV for s and −2.5 eV for p, the ratio (dq_n/dδ)/q_p changes by less than one part in a million relative to its zero-energy value. With both energies at −1.03×10⁴ eV, the nonrelativistic hydrogen-like value −Z²/8 in atomic units for n = 2, it changes by about 0.1%. These shifts refer to the bare nuclear field. In an atom the other electrons add a nearly constant repulsive potential over the nucleus, of order 10⁴ eV for Z = 55, which acts like such an energy and changes the ratio by about 0.1%, equally for all valence states. Different valence transitions therefore share nearly the same relative skin correction, although their absolute amplitudes can differ greatly through C.

**Does the shape of the skin matter?**

For diffuse nuclei, δ must be replaced by the relative difference of rms radii. That single number does not fix the correction, because f is not purely quadratic in r.

A useful second limit is a skin made by thickening the neutron surface at fixed half-density radius. Let the neutron density follow a Fermi shape F(r) = 1/[1 + exp((r − 1)/a)], with lengths in R and a small, while the charge remains a sharp sphere. The function −F′ is a narrow symmetric peak at r = 1 with variance π²a²/3. Integrating by parts and expanding around the peak gives, for a smooth function g,

∫ gF dr ≈ ∫₀¹ g dr + b g′(1), b = π²a²/6.

For g = r²f the added term is b[2f(1) + f′(1)]. For the normalization integral, g = r², it is 2b added to 1/3. Dividing and keeping first order in b,

Δq_n = 3b[2f(1) + f′(1) − 2q_p].

The same formula with f replaced by r², whose mean is 3/5, gives

Δ⟨r²⟩ = 3b(2 + 2 − 6/5) = 42b/5.

The relative rms change is half of Δ⟨r²⟩/⟨r²⟩, namely (1/2)(42b/5)/(3/5) = 7b. Hence

Δq_n/(Δr_rms/r_rms) = (3/7)[2(f(1) − q_p) + f′(1)].

At order z², f(1) − q_p = −(232/1575)z² and f′(1) = −(16/25)z². The result is −(1472/3675)z² ≈ −0.401z², smaller in magnitude than the stretching value of 0.442z².

Numerical averages with both charge and neutron surfaces diffuse show the same ordering. For a surface parameter of 0.08 half-density radii, the coefficient of −z² is 0.441 for uniform stretching, 0.447 for an outward shift of the neutron surface and 0.398 for a thicker neutron surface. These values omit the mass and higher orders in z. The way the skin is formed thus changes the estimate by roughly 10% at the same small rms difference.

**How far the estimate can be trusted**

For the model nucleus, −(3/7)(Zα)²δ gives the correct sign and the neutron-part correction to about 9%. Adding the x⁶ and mass terms removes most of that error for sharp spheres, but the shape of the skin then becomes a comparable uncertainty. Nuclear deformation, radiative corrections and many-electron effects are left out. An absolute parity-violating amplitude also needs the outer electronic wavefunctions, which the relative correction avoids. The numerical output below gives the separate contributions and the weak-field checks of the coefficients 232/525 and 12/35; the coefficient 1472/3675 is not tested directly, only the ordering of the diffuse-surface values.

Table of computed values

```
Z = 55, N = 78, proton weight w = 0.07 (rough)
charge radius R = 6.00e-05 angstrom
relative radius difference delta = 0.03
sharp-radius difference = 1.800e-06 angstrom
rms-radius difference = 1.394e-06 angstrom
z = Z alpha = 0.40135, z^2 = 0.16109 (dimensionless)
mu = 2 m c R/hbar = 0.03108 (dimensionless)
potential depth at centre = 1.9800e+07 eV
twice electron rest energy = 1.0220e+06 eV
coefficient without x^6 = 3/7 = 0.42857
complete z^2 coefficient = 232/525 = 0.44190
mass coefficient = 12/35 = 0.34286
weak-field numerical z^2 coefficient = 0.44185
weak-field numerical mass coefficient = 0.34276
profile f at r/R = 0.50: 0.980022
profile f at r/R = 1.00: 0.932831
profile f at r/R = 1.03: 0.929736
q_p = 0.956891, q_n = 0.954717 (dimensionless)
numerical dq_n/d delta at zero skin = -0.072179
same slope divided by q_p = -0.075431
-that ratio divided by z^2 = 0.46827
3/7 estimate = -0.2071 percent
232/525 term = -0.2136 percent
mass term = -0.0128 percent
improved formula = -0.2264 percent
numerical neutron-part change = -0.2272 percent
3/7 estimate / numerical = 0.9114
improved formula / numerical = 0.9962
factor N/(N-wZ) = 1.05192
change of complete weak element = -0.2390 percent
valence test energies s, p = -4.0, -2.5 eV
relative shift of slope/q_p, valence = -3.7e-07
core test energy = -1.0289e+04 eV
relative shift of slope/q_p, core = -1.17e-03
surface parameter / half-density radius = 0.08
near-sharp Fermi coefficient = 0.44187
diffuse coefficient, uniform stretching = 0.44067
diffuse coefficient, shifted surface = 0.44692
diffuse coefficient, thicker surface = 0.39841
```
